\section*{Crossover from thermal hopping to hydrogen tunnelling at a parabolic barrier}

\section{What dimensions fix}

A hydrogen adatom moves from one surface site to the next along a coordinate $x$. Near the top of the barrier
\begin{equation}
V(x)\simeq V_0-\tfrac12 m\omega^2x^2 .
\end{equation}
Let energies be counted from the top and let the parabola have no end. The available quantities are then $m$, $\omega$, $\hbar$ and $kT$. No length is given, and $m$ is the one quantity besides $\hbar$ and $kT$ that carries mass. From $\hbar$ and $\omega$ we can form one energy, $\hbar\omega$; bringing in $m$ produces a length, $\sqrt{\hbar/m\omega}$, with nothing to compare it to. A dimensionless tunnelling factor can therefore depend on $\hbar\omega/kT$ alone, and any characteristic temperature has the form
\begin{equation}
T_c=C\,\frac{\hbar\omega}{k}.
\end{equation}
A barrier frequency of $1000\ \mathrm{cm^{-1}}$ means $\omega=2\pi c\times1000\ \mathrm{cm^{-1}}$, where $i\omega$ is the imaginary frequency of the unstable mode. Then $\hbar\omega=0.1240$ eV and $\hbar\omega/k=1438.8$ K. The number $C$ decides the answer; it will turn out to be $1/2\pi$, so that $T_c=229$ K.

A real barrier has a finite height, which supplies a second dimensionless number,
\begin{equation}
\Lambda=\frac{V_0}{kT_c}=\frac{2\pi V_0}{\hbar\omega}.
\end{equation}
The parabolic model is the limit $\Lambda\to\infty$. For one smooth barrier shape, the first correction in $1/\Lambda$ will show where that limit can be trusted. We assume one coordinate, thermally populated incoming states and, at first, no friction.

\section{Transmission of a finite barrier}

Take $V=V_0\,\mathrm{sech}^2(x/a)$. Its expansion $V_0(1-x^2/a^2)$ matches the parabola if $a^2=2V_0/m\omega^2$. With $q=a\sqrt{2mE}/\hbar$, $b=2mV_0a^2/\hbar^2$ and $w=\tfrac12[1-\tanh(x/a)]$, we have $a\,dw/dx=-2w(1-w)$, and the Schr\"odinger equation becomes
\begin{equation}
g\,(g\psi')'+\left(\tfrac14q^2-bg\right)\psi=0,\qquad g=w(1-w).
\end{equation}
Primes are derivatives in $w$. Put $\psi=g^{p}F$ with $p=-iq/2$. Since $g'^2=1-4g$, $g''=-2$ and $p^2=-q^2/4$, the terms without a factor $g$ cancel, and division by $g$ leaves
\begin{equation}
w(1-w)F''+(1+2p)(1-2w)F'-(4p^2+2p+b)F=0 .
\end{equation}
This is the hypergeometric equation with parameters
\begin{equation}
\alpha=-iq-\nu,\quad \beta'=-iq+\nu+1,\quad \gamma'=1-iq,\quad \nu(\nu+1)=-b .
\end{equation}
For $x\to+\infty$, $w\simeq e^{-2x/a}$ and $\psi\to e^{iqx/a}$, a purely outgoing wave. For $x\to-\infty$, $1-w\simeq e^{2x/a}$, and Gauss's connection formula contains the term $(1-w)^{iq}$, which makes the incident wave $e^{iqx/a}$ with amplitude
\begin{equation}
A=\frac{\Gamma(1-iq)\Gamma(-iq)}{\Gamma(-iq-\nu)\Gamma(-iq+\nu+1)} .
\end{equation}
For $b>\tfrac14$ write $\nu=-\tfrac12+i\sigma$, $\sigma=\sqrt{b-\tfrac14}$. The reflection formula gives $|\Gamma(1-iq)\Gamma(-iq)|^2=\pi^2/\sinh^2\pi q$ and $|\Gamma(\tfrac12+iy)|^2=\pi/\cosh\pi y$. Hence
\begin{equation}
P=\frac1{|A|^2}=\frac{\sinh^2\pi q}{\cosh\pi(q+\sigma)\cosh\pi(q-\sigma)}
=\frac{\sinh^2\pi q}{\sinh^2\pi q+\cosh^2\pi\sigma}. \label{P}
\end{equation}

Now insert the matched width. It gives $b=(2V_0/\hbar\omega)^2=(\Lambda/\pi)^2$ and $\pi q=\Lambda\sqrt y$, where $y=E/V_0$. Also $\pi\sigma=\sqrt{\Lambda^2-\pi^2/4}\simeq\Lambda-\pi^2/8\Lambda$. When $\Lambda\sqrt y\gg1$, both hyperbolic functions are half an exponential, so
\begin{equation}
P\simeq\frac1{1+e^{2\Lambda(1-\sqrt y)-c}},\qquad c=\frac{\pi^2}{4\Lambda}. \label{Pas}
\end{equation}
Near the top, $1-\sqrt y\simeq-(E-V_0)/2V_0$. Letting $\Lambda\to\infty$ at fixed $\omega$ and fixed $E-V_0$ gives the parabolic result
\begin{equation}
P_0=\frac1{1+e^{-2\pi(E-V_0)/\hbar\omega}} .
\end{equation}

\section{Thermal average and the constant $C$}

The incoming states in $dp$ have density $dp/2\pi\hbar$ per unit length and speed $dE/dp$, so the thermal crossing flux is $h^{-1}\int P\,e^{-E/kT}dE$. Classically $P$ is a unit step at $V_0$, and the flux is $(kT/h)e^{-V_0/kT}$. The ratio of the two is
\begin{equation}
\kappa=\frac1{kT}\int P(E)\,e^{-(E-V_0)/kT}dE . \label{kap}
\end{equation}
For the parabola set $z=-2\pi(E-V_0)/\hbar\omega$, which is positive below the top, and $a_T=\hbar\omega/2\pi kT$. Then $(E-V_0)/kT=-a_Tz$ and
\begin{equation}
\kappa_0=a_TJ(a_T),\qquad J(s)=\int_{-\infty}^{\infty}\frac{e^{sz}}{1+e^z}dz .
\end{equation}
To find $J$, shift the path up by $2\pi i$. The integrand acquires the factor $e^{2\pi is}$, and the enclosed pole at $z=i\pi$ has residue $-e^{i\pi s}$. Thus $J(1-e^{2\pi is})=-2\pi i\,e^{i\pi s}$, or $J=\pi/\sin\pi s$, for $0<s<1$. Therefore
\begin{equation}
\kappa_0=\frac{\pi a_T}{\sin\pi a_T},\qquad a_T=\frac{T_c}{T},\qquad
\boxed{T_c=\frac{\hbar\omega}{2\pi k}} .
\end{equation}
For the given frequency, $T_c=1438.8\ \mathrm K/2\pi=229$ K.

The restriction $s<1$ carries the physics. Far below the top the integrand is $e^{(a_T-1)z}$. Above $T_c$ it decays with depth. At $T_c$ every slice of energy contributes equally, because the Boltzmann gain from starting lower just balances the loss of transmission. Below $T_c$ the deepest levels win, and an endless parabola has no deepest level. The divergence is a failure of that potential and not an infinite rate.

Nor does tunnelling begin at $T_c$. At $2T_c=458$ K, $\kappa_0=\pi/2$. There the integrand $e^{z/2}/(1+e^z)=1/[2\cosh(z/2)]$ is even in $z$, so half of the crossing flux already passes below the top.

\section{The same temperature from imaginary time}

The thermal weight of a closed path of duration $\hbar/kT$ in imaginary time is $e^{-S/\hbar}$, with $S=\int(\tfrac12m\dot x^2+V)\,d\tau$. Write $x=\sum_nx_ne^{i\nu_n\tau}$ with $\nu_n=2\pi nkT/\hbar$. Around the path that rests at the top,
\begin{equation}
S=\frac{\hbar V_0}{kT}+\frac{m\hbar}{2kT}\sum_n(\nu_n^2-\omega^2)|x_n|^2 .
\end{equation}
The $n=0$ term is negative at every temperature; it is the ordinary instability of a saddle. The $n=\pm1$ terms turn negative when $2\pi kT/\hbar<\omega$, that is, below $T_c$. If the period of motion on the inverted barrier grows with the swing, as it does for sech$^2$, the resting path then gives way to one that swings through the barrier; the endless parabola, whose period is fixed, has no such path. This argument tests only small swings: if the barrier is thin enough at depth, a path with a large swing can have the lower action already above $T_c$. For a ring of 200 discrete points, numerical diagonalization of the stiffness matrix puts the sign change of this pair at 229.00 K, against 228.99 K from the formula.

\section{First correction above the crossover}

Return to the finite barrier. In (\ref{kap}) with (\ref{Pas}) put $\sqrt y=1-r$, so that $E-V_0=-V_0(2r-r^2)$ and $|dE|=2V_0(1-r)\,dr$. Since $V_0/kT=\Lambda a_T$,
\begin{equation}
\kappa=2\Lambda a_T\int_{-\infty}^{1}(1-r)\frac{e^{\Lambda a_T(2r-r^2)}}{1+e^{2\Lambda r-c}}\,dr. \label{master}
\end{equation}
Above $T_c$ the important $r$ are of order $1/\Lambda$. With $z=2\Lambda r$ and an expansion to first order in $1/\Lambda$,
\begin{equation}
\kappa\simeq a_T\int_{-\infty}^{\infty}\left(1-\frac{z}{2\Lambda}-\frac{a_Tz^2}{4\Lambda}\right)\frac{e^{a_Tz}}{1+e^{z-c}}dz .
\end{equation}
Shifting $z$ by $c$ multiplies the leading integral by $e^{a_Tc}\simeq1+a_Tc$. Each power of $z$ is a derivative of $J$:
\begin{equation}
\frac{J'}{J}=-\pi\cot\pi a_T,\qquad \frac{J''}{J}=\pi^2(1+2\cot^2\pi a_T).
\end{equation}
Collecting terms, with $a_Tc=\pi^2a_T/4\Lambda$ cancelling the constant part of the $J''$ term,
\begin{equation}
\kappa\simeq\kappa_0\left[1+\frac{\pi}{2\Lambda}\cot\pi a_T\,(1-\pi a_T\cot\pi a_T)\right]. \label{above}
\end{equation}
At $2T_c$ the cotangent vanishes, and with it the first correction for this barrier shape.

Close to $T_c$, $\cot\pi a_T\simeq-1/[\pi(1-a_T)]$, and the correction tends to $-1/[2\Lambda(1-a_T)^2]$. It reaches order one when
\begin{equation}
\frac{|T-T_c|}{T_c}\sim\frac1{\sqrt{2\Lambda}} . \label{width}
\end{equation}
For this barrier shape, that is the width of the crossover. Inside it, and everywhere below $T_c$, the parabolic $\kappa_0$ cannot be used, although $T_c$ still marks its centre. Above it the error falls off only as $(T-T_c)^{-2}$, so it remains noticeable over several widths. Other shapes can behave differently. A barrier with the same height and the same curvature at the top but much steeper flanks is thinner at depth, and deep tunnelling can then take over well above $T_c$. The imaginary frequency alone does not rule this out.

\section{At the crossover and below it}

\subsection*{At $T_c$}

Set $a_T=1$ in (\ref{master}). To this order $c$ may be dropped, and the exponentials combine into
\begin{equation}
\kappa(T_c)\simeq2\Lambda\int_{-\infty}^{\infty}(1-r)e^{-\Lambda r^2}\,\tfrac12\left[1+\tanh\Lambda r\right]dr .
\end{equation}
Moving the upper limit from 1 to infinity costs an amount exponentially small in $\Lambda$. Two of the four products are odd in $r$ and vanish. The product $1\cdot1$ gives $\sqrt{\pi\Lambda}$. In the last one, the Gaussian has width $\Lambda^{-1/2}$, much larger than the width $\Lambda^{-1}$ of the step, so $\tanh\Lambda r$ may be replaced by the sign of $r$; it gives $-\Lambda\cdot2\int_0^\infty re^{-\Lambda r^2}dr=-1$. Hence
\begin{equation}
\kappa(T_c)=\sqrt{\pi\Lambda}-1+O(\Lambda^{-1/2}). \label{at}
\end{equation}
The leading part of the next term comes from $c$ and is $c\sqrt{\pi\Lambda}$.

\subsection*{Below $T_c$}

Let $t=T/T_c=1/a_T<1$. The important $r$ are now positive and of order one, where $P\simeq e^{-2\Lambda r+c}$. The exponent is a perfect square plus a constant:
\begin{equation}
\frac{\Lambda}{t}(2r-r^2)-2\Lambda r
=\frac{\Lambda(1-t)^2}{t}-\frac{\Lambda}{t}\,[r-(1-t)]^2 .
\end{equation}
The maximum at $r=1-t$ means $\sqrt y=t$, so the dominant energy is
\begin{equation}
E_*=V_0\left(\frac{T}{T_c}\right)^2 . \label{Estar}
\end{equation}
The Gaussian integral is $\sqrt{\pi t/\Lambda}$, and the mean of the factor $1-r$ is $t$. With the prefactor $2\Lambda/t$,
\begin{equation}
\kappa\simeq2\sqrt{\pi\Lambda t}\;\exp\!\left[\frac{\Lambda(1-t)^2}{t}\right]\left(1+\frac{\pi^2}{4\Lambda}\right), \label{below}
\end{equation}
where the last bracket is $e^c$ to first order. The Gaussian width $\sqrt{t/2\Lambda}$ must be small compared with both $1-t$ and $t$.

The mean energy of the crossing flux follows from the same Gaussian. The weight in $\sqrt y$ is $\sqrt y$ times a Gaussian of mean $t$ and variance $t/2\Lambda$, so $\langle y\rangle=(t^3+3t\cdot t/2\Lambda)/t=t^2+3t/2\Lambda$, or
\begin{equation}
\langle E\rangle=V_0t^2+\tfrac32kT .
\end{equation}

\subsection*{A second meaning of ``crossover''}

One may instead ask where the Arrhenius exponent $V_0/kT$ equals the tunnelling exponent at zero energy. For a parabola cut off at its foot $x_t=\sqrt{2V_0/m}/\omega$, the latter is
\begin{equation}
\frac2\hbar\int_{-x_t}^{x_t}m\omega\sqrt{x_t^2-x^2}\,dx=\frac{\pi m\omega x_t^2}{\hbar}=\Lambda ,
\end{equation}
and the two are equal at $T_c$. For the sech$^2$ barrier the same exponent is $(2/\hbar)\int\sqrt{2mV}\,dx=2\pi a\sqrt{2mV_0}/\hbar=2\Lambda$, and the two are equal at $T_c/2$. The definitions agree for the parabola but not for this other shape, whose dominant energy still leaves the top near $T_c$.

\section{Hydrogen on Si(001)}

Take hydrogen hopping along a dimer row of Si(001) during epitaxy from silane at 900 K. A barrier of 1.7 eV and a bending wavenumber of $600\ \mathrm{cm^{-1}}$ in the well are rough typical values; the unstable wavenumber of $1000\ \mathrm{cm^{-1}}$ is given, not derived for this surface. Then $kT_c=0.01973$ eV and
\begin{equation}
\Lambda=\frac{1.7}{0.01973}=86.2,\qquad c=\frac{\pi^2}{4\times86.2}=0.029 .
\end{equation}
The crossover width (\ref{width}) is $229/\sqrt{172}\simeq17$ K; $\kappa_0$ is still about 20\% too high two widths above $T_c$ and 10\% too high three widths above. The matched sech$^2$ barrier is 0.17 nm wide at half height, less than half the spacing of roughly 0.38 nm between sites along the row. At the sites themselves, 0.19 nm from the top, 0.12 eV of it is still left, so it describes the upper part of the barrier and not the bottom of the well.

\paragraph{Tunnelling factors.} Integration with the full transmission (\ref{P}) can be set against the expansions.
\begin{itemize}
\item At 900 K, $a_T=0.254$ and $\kappa_0=1.115$. The bracket in (\ref{above}) adds 0.4\%, giving 1.119, as does the integration. About 23\% of the flux passes below the top.
\item At 458 K both values are 1.571, as the vanishing correction requires.
\item At $T_c$, (\ref{at}) gives $16.45-1=15.45$; the term $c\sqrt{\pi\Lambda}=0.47$ raises it to 15.9. Integration gives 15.88, with 96\% of the flux below the top.
\item At $0.7T_c=160$ K, (\ref{below}) without its last bracket gives $1.78\times10^6$, and with it $1.83\times10^6$, the integrated value. The dominant energy is $0.49\times1.7=0.833$ eV and the mean 0.854 eV. This is half-way down the barrier, so the value belongs to the sech$^2$ shape: a three-term cosine potential with the same height, the same two curvatures and the same site spacing gives a factor about ten times larger here, about 12\% larger at $T_c$, and practically the same at 900 K.
\end{itemize}

\paragraph{Hop rates.} Dividing the flux by the classical partition function of the well, $kT/h\nu_0$, gives the rate of hops to one of the two neighbouring sites, $\kappa\nu_0e^{-V_0/kT}$, with $\nu_0=1.80\times10^{13}\ \mathrm{s^{-1}}$. At 900 K this is $6.1\times10^3\ \mathrm{s^{-1}}$. At $T_c$ the classical rate is $6.9\times10^{-25}\ \mathrm{s^{-1}}$, and even with $\kappa=15.88$ the mean wait for such a hop is about $3\times10^{15}$ years. For this barrier, hopping by either mechanism is too slow to see near $T_c$ and below it. One classical hop per second at $T_c$ would need a barrier of $kT_c\ln(\nu_0\times1\ \mathrm s)=0.60$ eV at the same attempt frequency.

\paragraph{The model beside the real surface.} The 900 K rate inherits the uncertainty of the barrier: at $kT=0.078$ eV, a change of 0.1 eV changes it by a factor of 3.6. Hydrogen also leaves the surface. With rough desorption values of 2.5 eV and $10^{15}\ \mathrm{s^{-1}}$, treated as a first-order process, the loss rate is $10\ \mathrm{s^{-1}}$, or some 600 hops in each direction per desorption time. The assumption that a real adatom breaks most plainly is the single coordinate. A quantum harmonic mode has partition function $1/[2\sinh(u/2)]$ against the classical $1/u$, where $u$ is its quantum over $kT$. Quantizing the well mode therefore multiplies the rate by $\sinh(u/2)/(u/2)$: 1.04 at 900 K and 1.7 at $T_c$. If a transverse stretch softens from 2100 to $1600\ \mathrm{cm^{-1}}$ at the saddle, an assumed change, the ratio of two such factors gives 1.2 at 900 K and 3.7 at $T_c$, on top of the classical factor $2100/1600=1.31$ that the one-coordinate rate also lacks; together they give 1.6 and 4.8. These factors change the rate but leave $T_c$ alone as long as the potential around the saddle is treated as harmonic, so that its normal modes are independent there. Paths that cut the corner between coupled coordinates are not included, and their effect is not estimated here.

\section{What moves $T_c$}

\paragraph{Curvature and mass.} $T_c$ is proportional to the wavenumber, 23 K for each $100\ \mathrm{cm^{-1}}$. At fixed potential, and if only the adatom moves in the unstable mode, $\omega\propto m^{-1/2}$, so deuterium has $T_c=162$ K; substrate motion in that mode makes the isotope shift smaller.

\paragraph{Friction.} Couple the mass-weighted coordinate $Q$ to oscillators $X_j$ through $\tfrac12(\omega_jX_j-c_jQ/\omega_j)^2$. Eliminating $X_j$ at imaginary frequency $\nu>0$ adds to the stiffness $\nu^2-\omega^2$ the amount
\begin{equation}
\sum_j\left[\frac{c_j^2}{\omega_j^2}-\frac{c_j^2}{\omega_j^2+\nu^2}\right]
=\sum_j\frac{c_j^2}{\omega_j^2}\frac{\nu^2}{\omega_j^2+\nu^2}
\;\to\;\frac{2\gamma}{\pi}\int_0^{\Omega}\frac{\nu^2\,d\omega'}{\omega'^2+\nu^2},
\end{equation}
where the arrow defines an ohmic bath with cutoff $\Omega$. For $\Omega\to\infty$ the integral gives $\gamma\nu$. The first pair of modes is then marginal at $\nu_1^2+\gamma\nu_1=\omega^2$, so
\begin{equation}
T_c(\gamma)=\frac{\hbar}{2\pi k}\left[\sqrt{\omega^2+\tfrac14\gamma^2}-\tfrac12\gamma\right].
\end{equation}
An assumed $\gamma=10^{13}\ \mathrm{s^{-1}}$, small beside $\omega=1.88\times10^{14}\ \mathrm{s^{-1}}$, lowers $T_c$ by 6 K to 223 K. Silicon's phonons end near $520\ \mathrm{cm^{-1}}$, roughly. With that cutoff and $\nu\simeq\omega$, the friction term is reduced by $(2/\pi)\arctan0.52\simeq0.3$, and the shift shrinks to about 2 K. In this paragraph $\omega$ is the curvature along $Q$ with the oscillators relaxed, and $\nu_1$ is the frequency of the unstable normal mode of the coupled system. An imaginary frequency computed with the substrate atoms free to move already contains this shift.

\paragraph{The floor of the well.} Equation (\ref{Estar}) lets the dominant energy fall to zero, but a bound adatom cannot start below its zero-point level, here 0.037 eV. The two would meet at $T_c\sqrt{0.037/1.7}\simeq34$ K if the sech$^2$ shape held that far down, so this is only a rough estimate. Near that temperature the discrete levels of the well must replace the continuous incoming flux.

\section*{Computed results}
\begin{verbatim}
Unstable-mode wavenumber: 1000 1/cm
Angular barrier frequency: 1.884e+14 rad/s
Barrier quantum hbar*omega: 0.12398 eV
hbar*omega/k: 1438.8 K
Crossover temperature Tc: 228.99 K
Tc from discretized ring: 229.00 K
Thermal energy k*Tc: 0.01973 eV
Limiting-law crossing / Tc, cut parabola: 1
Limiting-law crossing / Tc, sech2: 0.5
Barrier height, rough input: 1.7 eV
Barrier height / barrier quantum: 13.71
sech2 length a: 0.09578 nm
sech2 full width at half height: 0.1688 nm
Growth temperature: 900 K
Parabolic kappa at growth T: 1.115
sech2 kappa at growth T: 1.119
Twice Tc: 458.0 K
Parabolic kappa at 2 Tc: 1.571
sech2 kappa at 2 Tc: 1.571
sech2 kappa at Tc: 15.88
Leading formula for kappa at Tc: 15.45
0.7 Tc: 160.3 K
sech2 kappa at 0.7 Tc: 1.831e+06
Leading formula for kappa at 0.7 Tc: 1.779e+06
Flux fraction below top, growth T: 0.2252
Flux fraction below top, 2 Tc: 0.4979
Flux fraction below top, Tc: 0.956
Mean crossing energy, 2 Tc: 1.701 eV
Mean crossing energy, Tc: 1.512 eV
Mean crossing energy, 0.7 Tc: 0.8537 eV
Formula mean energy, 0.7 Tc: 0.8537 eV
Most probable energy, 1.3 Tc: 1.676 eV
Most probable energy, 0.7 Tc: 0.833 eV
Well wavenumber, rough input: 600 1/cm
Attempt frequency: 1.799e+13 1/s
Classical hop rate at growth T: 5437 1/s
Hop rate at growth T with sech2 kappa: 6087 1/s
Classical hop rate at Tc: 6.916e-25 1/s
Waiting time at Tc with sech2 kappa: 2.887e+15 years
Barrier for one classical hop/s at Tc: 0.6023 eV
Assumed friction: 1e+13 1/s
Tc with this friction: 223.0 K
Tc for deuterium, same potential: 162.0 K
Tc shift per 100 1/cm: 22.9 K
Well quantum factor at growth T: 1.039
Well quantum factor at Tc: 1.707
Assumed stretch in well: 2100 1/cm
Assumed stretch at saddle: 1600 1/cm
Stretch quantum factor at growth T: 1.189
Stretch quantum factor at Tc: 3.665
Well zero-point energy: 0.0372 eV
T where dominant energy meets zero point: 33.9 K
Desorption energy, rough input: 2.5 eV
Desorption prefactor, rough input: 1e+15 1/s
Desorption rate at growth T: 10.01 1/s
Hops per desorption time: 607.8
\end{verbatim}
